# Linear tetrahedron weights, their curvature error, and Blöchl's correction for metals: verification in Python

```python
"""Linear tetrahedron method and Bloechl's correction, tested on a model metal.

Result under test: with corner weights w_i from linear interpolation, the band
energy at fixed filling has an error of order h^2 (h = mesh spacing) equal to
the occupied-zone integral of the curvature error. The weight change
    dw_i = sum over tetrahedra of D_T(mu)/40 * sum_j (e_j - e_i)
removes it. For an observable that varies on the Fermi surface, an h^2 error
from the displacement of that surface remains.
Symbols: e = sorted corner energies (eV), D_T = density of states of one
tetrahedron, mu = Fermi energy, x,y,z = wave vector times lattice constant.
All totals are per cell and per spin.
"""
import itertools
import numpy as np
import sympy as sp
from scipy.constants import e as e_charge
from scipy.optimize import brentq

T, TZ, TP, MU = 1.0, 1.5, 0.3, -3.5      # hoppings and Fermi energy, eV


# ---------- closed formulas for tetrahedra; e has shape (4, number) ----------
def count_and_dos(e, E):
    """Occupied fraction and its energy derivative for each tetrahedron."""
    n = np.where(E > e[3], 1.0, 0.0)
    d = np.zeros(e.shape[1])
    m = (E > e[0]) & (E <= e[1])
    a, b, c, f = e[:, m]
    p = (b - a) * (c - a) * (f - a)
    n[m], d[m] = (E - a)**3 / p, 3 * (E - a)**2 / p
    m = (E > e[1]) & (E <= e[2])
    a, b, c, f = e[:, m]
    p, y = (c - a) * (f - a), E - b
    q = (c - a + f - b) / ((c - b) * (f - b))
    n[m] = ((b - a)**2 + 3 * (b - a) * y + 3 * y**2 - q * y**3) / p
    d[m] = (3 * (b - a) + 6 * y - 3 * q * y**2) / p
    m = (E > e[2]) & (E <= e[3])
    a, b, c, f = e[:, m]
    p = (f - a) * (f - b) * (f - c)
    n[m], d[m] = 1 - (f - E)**3 / p, 3 * (f - E)**2 / p
    return n, d


def corner_weights(e, E):
    """Integral of each barycentric coordinate over the occupied part."""
    w = np.zeros_like(e)
    w[:, E > e[3]] = 0.25
    m = (E > e[0]) & (E <= e[1])
    a, b, c, f = e[:, m]
    y = E - a
    C = y**3 / (4 * (b - a) * (c - a) * (f - a))
    w[:, m] = [C * (4 - y / (b - a) - y / (c - a) - y / (f - a)),
               C * y / (b - a), C * y / (c - a), C * y / (f - a)]
    m = (E > e[1]) & (E <= e[2])
    a, b, c, f = e[:, m]
    r13, r14 = (E - a) / (c - a), (E - a) / (f - a)
    r23, r24 = (E - b) / (c - b), (E - b) / (f - b)
    C1, C2 = r13 * r14 / 4, r14 * r23 * (1 - r13) / 4
    C3 = r23 * r24 * (1 - r14) / 4
    S = C1 + C2 + C3
    w[:, m] = [C1 + (C1 + C2) * (1 - r13) + S * (1 - r14),
               S + (C2 + C3) * (1 - r23) + C3 * (1 - r24),
               (C1 + C2) * r13 + (C2 + C3) * r23,
               S * r14 + C3 * r24]
    m = (E > e[2]) & (E <= e[3])
    a, b, c, f = e[:, m]
    y = f - E
    C = y**3 / (4 * (f - a) * (f - b) * (f - c))
    w[:, m] = [0.25 - C * y / (f - a), 0.25 - C * y / (f - b),
               0.25 - C * y / (f - c),
               0.25 - C * (4 - y / (f - a) - y / (f - b) - y / (f - c))]
    return w


def weight_change(e, dos):
    return dos / 40 * (e.sum(axis=0) - 4 * e)


# ---------- one tetrahedron: formulas against direct quadrature --------------
def quadrature_weights(e, E, m=800):
    """Midpoint rule in two coordinates, elementary integral in the third."""
    g = (np.arange(m) + 0.5) / m
    l3, l4 = np.meshgrid(g, g, indexing="ij")
    room = np.clip(1 - l3 - l4, 0, None)
    top = (E - e[0] - l3 * (e[2] - e[0]) - l4 * (e[3] - e[0])) / (e[1] - e[0])
    top = np.minimum(np.clip(top, 0, None), room)
    parts = [top * room - top**2 / 2, top**2 / 2, l3 * top, l4 * top]
    return np.array([6 * p.sum() / m**2 for p in parts])


corner = np.array([0.0, 0.4, 0.9, 1.5])
column = corner[:, None]
step = 0.05
for E in (0.2, 0.65, 1.2):
    direct = quadrature_weights(corner, E)
    n1, d1 = count_and_dos(column, E)
    assert np.allclose(corner_weights(column, E)[:, 0], direct, atol=2e-5)
    assert abs(n1[0] - direct.sum()) < 5e-5
    num = [quadrature_weights(corner, E + s * step).sum() for s in (-2, -1, 1, 2)]
    slope = (num[0] - 8 * num[1] + 8 * num[2] - num[3]) / (12 * step)
    assert abs(slope - d1[0]) < 2e-3
E1 = 0.65
n1, d1 = count_and_dos(column, E1)
w1 = corner_weights(column, E1)[:, 0]
dw1 = weight_change(column, d1)[:, 0]
print("One tetrahedron, corner energies (eV):", corner)
print(f"  energy E = {E1} eV, occupied fraction = {n1[0]:.6f}")
print(f"  density of states = {d1[0]:.6f} per eV")
print("  linear weights  w_i :", np.round(w1, 6))
print("  weight changes dw_i :", np.round(dw1, 6))

# ---------- interpolation error of a quadratic band, symbolic ----------------
l2, l3, l4 = sp.symbols("l2 l3 l4")
lam = [1 - l2 - l3 - l4, l2, l3, l4]
vert = [sp.Matrix(v) for v in ([0, 0, 1], [2, 1, 0], [1, 3, 1], [-1, 1, 4])]
H = sp.Matrix([[3, 1, -2], [1, -4, 5], [-2, 5, 2]])
lin = sp.Matrix([1, -2, 3])


def quadratic(k):
    return (k.T * H * k)[0] / 2 + (lin.T * k)[0]


point = sum((lam[i] * vert[i] for i in range(4)), sp.zeros(3, 1))
error = sp.expand(quadratic(point)
                  - sum(lam[i] * quadratic(vert[i]) for i in range(4)))
edge = {(i, j): ((vert[i] - vert[j]).T * H * (vert[i] - vert[j]))[0]
        for i, j in itertools.combinations(range(4), 2)}
assert sp.expand(error + sum(lam[i] * lam[j] * q
                             for (i, j), q in edge.items()) / 2) == 0
inner = sp.expand(sp.integrate(error, (l4, 0, 1 - l2 - l3)))
inner = sp.expand(sp.integrate(inner, (l3, 0, 1 - l2)))
mean_error = 6 * sp.integrate(inner, (l2, 0, 1))
assert sp.simplify(mean_error + sp.Rational(1, 40) * sum(edge.values())) == 0


# ---------- model band and its derivatives -----------------------------------
def band(k):
    cx, cy, cz = np.cos(k)
    return -2 * T * (cx + cy) - 2 * TZ * cz - 4 * TP * cx * cy


def gradient(k):
    (cx, cy, _), (sx, sy, sz) = np.cos(k), np.sin(k)
    return np.array([2 * T * sx + 4 * TP * sx * cy,
                     2 * T * sy + 4 * TP * cx * sy, 2 * TZ * sz])


paths = list(itertools.permutations(range(3)))
shape = np.zeros((3, 3))                 # mean edge tensor for h = 1
for path in paths:
    v = np.zeros((4, 3))
    for s, axis in enumerate(path):
        v[s + 1] = v[s]
        v[s + 1, axis] += 1
    for i, j in itertools.combinations(range(4), 2):
        shape += np.outer(v[i] - v[j], v[i] - v[j]) / 6


def curvature(k):
    """Edge tensor contracted with the Hessian of the band."""
    (cx, cy, cz), (sx, sy, _) = np.cos(k), np.sin(k)
    return (shape[0, 0] * (2 * T * cx + 4 * TP * cx * cy)
            + shape[1, 1] * (2 * T * cy + 4 * TP * cx * cy)
            + shape[2, 2] * 2 * TZ * cz - 2 * shape[0, 1] * 4 * TP * sx * sy)


# ---------- reference: spherical quadrature inside the closed surface --------
class Reference:
    def __init__(self, na):
        c, wc = np.polynomial.legendre.leggauss(na)
        phi = np.pi * (np.arange(2 * na) + 0.5) / na
        s = np.sqrt(1 - c**2)
        u = np.array([np.outer(s, np.cos(phi)), np.outer(s, np.sin(phi)),
                      np.outer(c, np.ones(2 * na))]).reshape(3, -1)
        self.wa = np.repeat(wc, 2 * na) * np.pi / na / (2 * np.pi)**3
        lo, hi = np.zeros(u.shape[1]), np.pi / np.abs(u).max(axis=0)
        for _ in range(55):
            mid = (lo + hi) / 2
            below = band(u * mid) < MU
            lo, hi = np.where(below, mid, lo), np.where(below, hi, mid)
        self.r, self.ks = lo, u * lo
        self.slope = (u * gradient(self.ks)).sum(axis=0)
        g, self.wg = np.polynomial.legendre.leggauss(24)
        self.rr = lo[:, None] * (g + 1) / 2
        self.kv = u[:, :, None] * self.rr

    def volume(self, f):
        radial = (self.rr**2 * f * self.wg).sum(axis=1) * self.r / 2
        return (self.wa * radial).sum()

    def surface(self, f):
        return (self.wa * self.r**2 / self.slope * f).sum()


coarse, ref = Reference(60), Reference(80)
N = ref.volume(1.0)
E_ref = ref.volume(band(ref.kv))
X_ref = ref.volume(np.cos(ref.kv[2]))
D_ref = ref.surface(1.0)
assert abs(E_ref - coarse.volume(band(coarse.kv))) < 1e-7
assert abs(N - coarse.volume(1.0)) < 1e-7

# Gauss's theorem: curvature in the volume equals a Fermi-surface integral
grad = gradient(ref.ks)
vol_curv = ref.volume(curvature(ref.kv))
surf_curv = ref.surface(np.einsum("ia,ij,ja->a", grad, shape, grad))
assert abs(vol_curv - surf_curv) < 1e-6

# Predicted (true minus linear) errors divided by h^2
shift_e = -curvature(ref.ks) / 40
shift_mu = ref.surface(shift_e) / D_ref
coef_E = -vol_curv / 40
coef_N = -ref.surface(shift_e)
coef_X_curv = shape[2, 2] / 40 * X_ref
coef_X_surf = ref.surface(np.cos(ref.ks[2]) * (shift_mu - shift_e))

print(f"Model: t = {T} eV, t_z = {TZ} eV, t' = {TP} eV, mu = {MU} eV")
print(f"Reference filling N = {N:.8f} per cell and spin")
print(f"Reference density of states = {D_ref:.6f} per eV, cell and spin")
print(f"Reference band energy = {E_ref:.7f} eV = {E_ref*e_charge:.6e} J")
print(f"Reference bond order <cos z> = {X_ref:.7f}")
print(f"Mean edge tensor / h^2: diagonal {shape[0,0]:.6f}, "
      f"off-diagonal {shape[0,1]:.6f}")


# ---------- meshes -----------------------------------------------------------
def mesh(n):
    g = 2 * np.pi * np.arange(n) / n
    return np.array(np.meshgrid(g, g, g, indexing="ij"))


def tetrahedra(values):
    """Corner values of all tetrahedra, shape (4, 6 n^3)."""
    blocks = []
    for path in paths:
        now, corners = values, [values.ravel()]
        for axis in path:
            now = np.roll(now, -1, axis=axis)
            corners.append(now.ravel())
        blocks.append(np.array(corners))
    return np.concatenate(blocks, axis=1)


sizes = np.array([8, 10, 12, 16, 24, 28, 32, 36, 40])
rows = []
for n in sizes:
    k = mesh(n)
    e, X = tetrahedra(band(k)), tetrahedra(np.cos(k[2]))
    order = np.argsort(e, axis=0)
    e = np.take_along_axis(e, order, axis=0)
    X = np.take_along_axis(X, order, axis=0)
    total = e.shape[1]
    mu = brentq(lambda E: count_and_dos(e, E)[0].mean() - N, -7, -1, xtol=1e-12)
    dos = count_and_dos(e, mu)[1]
    w, dw = corner_weights(e, mu), weight_change(e, dos)
    assert abs(w.sum() / total - N) < 1e-9
    fixed = count_and_dos(e, MU)
    rows.append([mu, (w * e).sum() / total, ((w + dw) * e).sum() / total,
                 (w * X).sum() / total, ((w + dw) * X).sum() / total,
                 fixed[0].mean(), fixed[1].mean()])
mu_n, E_lin, E_cor, X_lin, X_cor, N_lin, D_lin = np.array(rows).T
h2 = (2 * np.pi / sizes)**2
err_lin, err_cor = E_lin - E_ref, E_cor - E_ref
print("Mesh n^3 at fixed N: Fermi energy (eV), band-energy error in meV")
print("   n    mu_n        linear      corrected")
for i, n in enumerate(sizes):
    print(f"  {n:2d}  {mu_n[i]:.6f}  {1e3*err_lin[i]:10.5f}  {1e3*err_cor[i]:10.5f}")

fine = sizes >= 24
power = -np.polyfit(np.log(sizes), np.log(np.abs(err_lin)), 1)[0]
meas_E = np.mean(-err_lin[fine] / h2[fine])
left_E = np.mean(-err_cor[fine] / h2[fine])
meas_N = np.mean((N - N_lin[fine]) / h2[fine])
meas_mu = np.mean((MU - mu_n[fine]) / h2[fine])
meas_X = np.mean((X_ref - X_lin[fine]) / h2[fine])
left_X = np.mean((X_ref - X_cor[fine]) / h2[fine])
print(f"Fitted power of 1/n in the linear energy error: {power:.3f}")
print("(true - computed)/h^2, mean over n = 24...40, and prediction:")
print(f"  energy, linear weights (eV):    {meas_E:.6f}  {coef_E:.6f}")
print(f"  energy, corrected (eV):         {left_E:.6f}  predicted 0")
print(f"  count at fixed mu:              {meas_N:.6f}  {coef_N:.6f}")
print(f"  Fermi energy at fixed N (eV):   {meas_mu:.6f}  {shift_mu:.6f}")
print(f"  bond order, linear weights:     {meas_X:.6f}  "
      f"{coef_X_curv + coef_X_surf:.6f}")
print(f"  bond order, corrected:          {left_X:.6f}  {coef_X_surf:.6f}")
print(f"Density of states at mu, n = {sizes[-1]}: {D_lin[-1]:.6f} per eV")
print(f"Corrected band energy, n = {sizes[-1]}: {E_cor[-1]:.7f} eV")

# ---------- filled smooth band: plain mesh average converges rapidly ---------
GAP = 4.0


def filled(n):
    return -np.sqrt(GAP**2 + band(mesh(n))**2).mean()


full_ref = filled(48)
full_8, full_16 = abs(filled(8) - full_ref), abs(filled(16) - full_ref)
print(f"Filled band -sqrt(G^2+e^2), G = {GAP} eV: error n=8 {full_8:.2e} eV, "
      f"n=16 {full_16:.2e} eV")

# Tolerances allow for residual errors that fluctuate with the mesh.
assert full_16 < full_8 / 16
assert abs(power - 2) < 0.15
assert abs(meas_E / coef_E - 1) < 0.05
assert np.all(np.abs(err_cor[sizes >= 16]) < 0.2 * np.abs(err_lin[sizes >= 16]))
assert abs(err_cor[-1]) < 0.1 * abs(err_lin[-1])
scaled = np.abs(err_cor) / h2
assert scaled[-3:].max() < 0.7 * scaled[:3].max()
assert abs(meas_N / coef_N - 1) < 0.1
assert abs(meas_mu / shift_mu - 1) < 0.1
assert abs(meas_X / (coef_X_curv + coef_X_surf) - 1) < 0.1
assert abs(left_X / coef_X_surf - 1) < 0.25
assert abs(D_lin[-1] / D_ref - 1) < 0.03
print("all assertions hold")
```

Printed output:

```
One tetrahedron, corner energies (eV): [0.  0.4 0.9 1.5]
  energy E = 0.65 eV, occupied fraction = 0.437542
  density of states = 1.494949 per eV
  linear weights  w_i : [0.166139 0.137398 0.082946 0.051059]
  weight changes dw_i : [ 0.104646  0.044848 -0.029899 -0.119596]
Model: t = 1.0 eV, t_z = 1.5 eV, t' = 0.3 eV, mu = -3.5 eV
Reference filling N = 0.12719014 per cell and spin
Reference density of states = 0.054765 per eV, cell and spin
Reference band energy = -0.6568978 eV = -1.052466e-19 J
Reference bond order <cos z> = 0.0858051
Mean edge tensor / h^2: diagonal 3.333333, off-diagonal 1.666667
Mesh n^3 at fixed N: Fermi energy (eV), band-energy error in meV
   n    mu_n        linear      corrected
   8  -3.327220    35.84059    -0.78381
  10  -3.380612    23.27933     0.18769
  12  -3.417277    16.19359    -0.14120
  16  -3.452895     9.18527    -0.06374
  24  -3.479302     4.09613     0.01121
  28  -3.484678     3.01297    -0.00499
  32  -3.488326     2.30856     0.00942
  36  -3.490818     1.82459     0.00878
  40  -3.492486     1.47825     0.00008
Fitted power of 1/n in the linear energy error: 1.984
(true - computed)/h^2, mean over n = 24...40, and prediction:
  energy, linear weights (eV):    -0.059857  -0.059991
  energy, corrected (eV):         -0.000120  predicted 0
  count at fixed mu:              0.016625  0.016636
  Fermi energy at fixed N (eV):   -0.303014  -0.303772
  bond order, linear weights:     0.006210  0.006222
  bond order, corrected:          -0.000924  -0.000928
Density of states at mu, n = 40: 0.054746 per eV
Corrected band energy, n = 40: -0.6568977 eV
Filled band -sqrt(G^2+e^2), G = 4.0 eV: error n=8 1.53e-07 eV, n=16 2.40e-10 eV
all assertions hold
```
